Why Orbitals Need Gauge Alignment Before Extrapolation: The Procrustes Solution

Q: I run dynamics with a self-consistent field (SCF) calculation at every step. I have converged orbitals from the last two geometries and want a starting guess for the next. The nuclei move smoothly, so I take twice the new orbitals minus the old ones. What could be wrong with that?

A: The formula assumes that the orbitals are smooth functions of the geometry. What is smooth, given a gap between occupied and empty levels and an SCF solution that stays on one branch, away from points where branches meet, is the density matrix. Let C hold the N occupied orbitals as columns of basis-set coefficients, and let S be the basis overlap matrix, so that C†SC = 1. Because S changes when atom-centred functions move, I use

X = S^(1/2) C,  X†X = 1,  P = XX†.

S^(1/2) is smooth as long as S is positive definite. I write X for the latest step, X₋ for the one before, P and P₋ for their density matrices, and h for the step length along the path. All N orbitals are equally occupied. For any unitary G,

(XG)(XG)† = XGG†X† = XX† = P.

The SCF equations therefore fix X only up to a unitary on the right. This freedom is the gauge, and each calculation settles it separately.

Q: My program returns canonical orbitals sorted by energy. Doesn't that settle the gauge in the same way each time?

A: Not reliably. Take CH4 in restricted Hartree–Fock with the 6-31G* basis (spherical d functions), a model level that omits correlation. The orbital energies below move by about 6 × 10⁻⁵ hartree with Cartesian d functions and by up to 4 × 10⁻⁴ hartree in triple-zeta sets; the gaps between them move by about 3 × 10⁻⁵ or less. The bond lengths are 2.05 bohr + s·(1, −0.6, −0.1, −0.3). At s = 0 the molecule is tetrahedral and its upper three occupied orbitals are degenerate. The old step is at s = −0.02 bohr, the new one at +0.02 bohr, and the next will be at 0.06 bohr, so h = 0.04 bohr. The three energies, in hartree, are

old: −0.54835, −0.54526, −0.54421
new: −0.54768, −0.54663, −0.54352.

The gaps are 0.00309 and 0.00105 before, 0.00105 and 0.00311 after. To first order the splitting is proportional to s, so it changes sign at s = 0 and the order of the levels reverses. The overlaps show it (rows old, columns new):

 0.002  −0.002  1.000
 0.002  1.000  0.002
 1.000  −0.002  −0.002

The first and third orbitals have exchanged places, although the molecule has hardly moved. Your formula subtracts one orbital from a different one. Signs, and rotations within a degenerate level, are arbitrary as well.

Q: But you have just shown that the gauge does not affect the density. Why should it affect my guess?

A: It drops out of each density separately, but not out of a sum of orbitals from different steps. A common G is harmless:

2XG − X₋G = (2X − X₋)G,

which spans the same space. With separate unitaries G and G₋,

2XG − X₋G₋ = (2X − X₋G₋G†)G,

and the relative gauge G₋G† remains inside the bracket. In general it changes the space that is spanned.

Q: Then I will reorder the orbitals and fix their signs.

A: In this example that would remove most of the mismatch, because the block above is nearly a permutation. But two degenerate orbitals may come back rotated by 45 degrees, and no reordering or sign change undoes that. The correction has to be a general unitary.

Q: Which unitary, then? There are infinitely many.

A: Ask for the U that brings the old orbitals as close as possible to the new ones in the Frobenius norm. This is the orthogonal Procrustes problem. Expand the squared distance, using ‖B‖² = Tr B†B:

‖X − X₋U‖² = Tr X†X − Tr X†X₋U − Tr U†X₋†X + Tr U†X₋†X₋U.

The first and last terms are both N, since X†X = X₋†X₋ = U†U = 1. Define the overlap matrix

M = X₋†X.

The two middle traces are Tr M†U and Tr U†M, which are complex conjugates. Hence

‖X − X₋U‖² = 2N − 2 Re Tr(U†M).

We must maximize Re Tr(U†M). Insert the singular value decomposition M = WΣV†, with W and V unitary and Σ diagonal with entries σ_i ≥ 0, and move V† to the front of the trace:

Tr(U†WΣV†) = Tr(V†U†W Σ) = Σ_i Z_ii σ_i,  Z = V†U†W.

Z is a product of unitaries, hence unitary. Its columns have unit length, so |Z_ii| ≤ 1 and

Re Tr(U†M) ≤ Σ_i σ_i.

The choice Z = 1 reaches this bound. Then V†U†W = 1, so U† = VW†, and

U = WV†,  minimum of ‖X − X₋U‖² = 2 Σ_i (1 − σ_i).

Q: Is it the only minimizer?

A: It is if every σ_i is positive. Equality then needs Re Z_ii = 1 for each i. Since |Z_ii| ≤ 1, this means Z_ii = 1, and unit column length leaves no room for other entries, so Z = 1. If some σ_i is zero, its Z_ii does not enter the sum and can be any phase, so U is not unique.

The σ_i are the cosines of the principal angles between the two occupied spaces. A zero means that some direction in the new space is orthogonal to the whole old space. Possible causes are a step that was too long, an exchange of an occupied and an empty level, or an SCF solution on another branch.

For real orbitals the same proof holds with real orthogonal matrices. Those of determinant −1 must be allowed, because a single sign flip is one of them.

Q: Does it make a visible difference in CH4?

A: The diagonal of the full 5 × 5 matrix M is 1.00000, 0.99983, 0.00244, 0.99998, −0.00234, with sum 2.99991. Without alignment, U = 1 and the squared distance is

10 − 2 × 2.99991 = 4.0002.

The singular values are 0.9999999, 0.9999969, 0.9999852, 0.9999791 and 0.9999421. Their deficits from 1 add up to 9.68 × 10⁻⁵, so the aligned squared distance is 1.94 × 10⁻⁴. Nearly all of the original distance was gauge.

Q: You have made the orbitals close. Extrapolation needs them smooth. Why should the closest gauge be a smooth one?

A: Write the aligned orbitals without the SVD. Since M†M = VΣ²V†, for nonsingular M

M(M†M)^(−1/2) = WΣV† VΣ⁻¹V† = WV† = U.

Therefore

Y₋ = X₋U = X₋X₋†X (X†X₋X₋†X)^(−1/2) = P₋X (X†P₋X)^(−1/2).

The old orbitals enter only through their density matrix, so their arbitrary gauge has gone. If the reference X is replaced by XG, the inverse root becomes G†(X†P₋X)^(−1/2)G and Y₋ becomes Y₋G. The prediction 2X − Y₋ is then multiplied by G and its span is unchanged.

Now let s run along the path, with the latest step at s = 0 for this derivation, and define

Y(s) = P(s)X [X†P(s)X]^(−1/2).

Here X is fixed and P(s) is smooth. The bracket equals 1 at s = 0 and stays positive definite nearby, so Y(s) is smooth, with Y(0) = X and Y(−h) = Y₋.

Q: What is its derivative? I want to see that no gauge rotation is left in it.

A: Multiplying Y(s) by X† gives

X†Y(s) = [X†P(s)X]^(1/2),

which is Hermitian, so X†Y′ at s = 0 is Hermitian. Differentiating Y†Y = 1 at s = 0 gives Y′†X + X†Y′ = 0. The two terms are equal, so

X†Y′ = 0.

To first order the aligned orbitals do not rotate among themselves. From P(s) = YY† we get P′ = Y′X† + XY′†, and so

P′X = Y′X†X + XY′†X = Y′.

Since Y′ has no part in the occupied space, we may write

Y′ = K,  K = (1−P)P′X.

K is the velocity of the occupied space, written in the gauge of the reference X. The gauge of the old orbitals does not enter it.

Q: Then how good is the aligned prediction?

A: First I need the density error belonging to an error in the space. Near the reference, every occupied space is spanned by X + T with X†T = 0. Its projector is

(X+T)(1+T†T)⁻¹(X+T)† = P + TX† + XT† + O(T²).

Two spaces with T differing by ΔT thus have densities differing by ΔT X† + X ΔT† at leading order. The two terms are orthogonal in the trace product because X†ΔT = 0, and each has norm ‖ΔT‖. So

‖ΔP‖ = √2 ‖ΔT‖ at leading order.

Next, expand the part of Y(s) outside the occupied space. The bracket X†P(s)X is 1 + O(s²), since X†P′X = X†K = 0. Hence

(1−P)Y(s) = sK + (s²/2)B + O(s³),  B = (1−P)P″X.

The true next space has T = hK + (h²/2)B. The prediction 2X − Y(−h) has

T = −[−hK + (h²/2)B] = hK − (h²/2)B.

The parts of both inside the occupied space are X times 1 + O(h²), and dividing by that factor changes T only at O(h³). The two T differ by h²B, so

aligned density error = √2 h²‖B‖ at leading order.

For CH4, ‖B‖ = 0.18907 bohr⁻², which gives √2 × 0.0016 × 0.18907 = 4.28 × 10⁻⁴. The error found directly, against the converged density at the next step, is 4.27 × 10⁻⁴.

Q: And if I don't align? Perhaps the error just has a larger prefactor.

A: It has a lower order. Write the raw old orbitals as X₋ = Y₋R, with R = U†. Since Y₋ = X − hK + O(h²),

2X − X₋ = 2X − XR + hKR + O(h²) = X(2−R) + hKR + O(h²).

The eigenvalues of R are phases e^(iφ), so those of 2−R have modulus at least 1 and the inverse exists. Multiplying by it from the right does not change the span:

X + hKR(2−R)⁻¹ + O(h²).

The truth is X + hK + O(h²). The difference is

ΔT = hK[R(2−R)⁻¹ − 1] = hK[R − (2−R)](2−R)⁻¹ = 2hK(R−1)(2−R)⁻¹.

This is of order h unless K(R−1) is itself O(h). If the columns of K are linearly independent, with a smallest singular value that stays away from zero as h shrinks, that requires R = 1 + O(h). This is the precise sense in which alignment is necessary. An orbital combination that K annihilates is not moving at first order. A sign, phase or rotation confined to such combinations gives K(R−1) = 0 and does no harm at this order, but a gauge that mixes them with moving combinations still leaves an error of order h.

Q: A first-order error is what I get by reusing the last orbitals. Is the unaligned formula at least better than that?

A: It can be worse. Reuse means T = 0 in place of hK, so its error is √2 h‖K‖. For an eigenvector of R with phase φ, the unaligned formula multiplies the corresponding part of this error by

f = 2|e^(iφ) − 1| / |2 − e^(iφ)| = 4|sin(φ/2)| / √(5 − 4 cos φ).

With c = cos φ and sin²(φ/2) = (1−c)/2,

f² = 8(1−c)/(5−4c).

Thus f > 1 when 8 − 8c > 5 − 4c, that is c < 3/4, or |φ| > 41.4 degrees. The derivative of f² with respect to c is −8/(5−4c)², which is negative, so f is largest at c = −1, a sign flip, where f = 4/3. In that case 2X − X₋ has become 2X + Y₋, whose direction is that of an average of past orbitals: it points backwards along the path.

Q: So in CH4 the unaligned guess is worse than no extrapolation?

A: With the orbital signs that this calculation happened to return, no: it is slightly better. The density errors are

reused: 1.953 × 10⁻²
unaligned: 1.778 × 10⁻²
aligned: 0.0427 × 10⁻².

These norms refer to Löwdin coefficients and depend on the basis. In cc-pVTZ, with the same sign pattern, they are 2.80 × 10⁻², 2.14 × 10⁻² and 0.111 × 10⁻². The ranking is the same; the digits are not.

R has one eigenphase of 180 degrees; the others are within about half a degree of zero. An exchange of two orbitals without a change of sign, as here, leaves their sum alone and reverses their difference, so one combination q is flipped. At leading order the unaligned error is then close to (4/3)‖Kq‖√2 h, with q normalized. The leading-order errors, 1.781 × 10⁻² unaligned and 1.961 × 10⁻² reused, have the ratio 0.908, hence ‖Kq‖/‖K‖ ≈ 0.908 × 3/4 = 0.68. The flipped combination carries about 46% of ‖K‖². Its error grows by a third, while the rest is extrapolated properly.

Other gauges give other results, and a different choice of signs can already make the unaligned guess worse than reuse. In 200 random real gauges the ratio of unaligned to reuse error ran from 0.833 to 1.318, while the aligned density changed by no more than about 10⁻¹⁵. Halving h from 0.04 to 0.02 bohr takes the unaligned error from 1.778 × 10⁻² to 0.891 × 10⁻², a factor of 2, and the aligned error from 4.27 × 10⁻⁴ to 1.07 × 10⁻⁴, a factor of 4.

Q: The predicted orbitals are not orthonormal. Could orthonormalizing them fail?

A: Not for the linear formula, aligned or not: for any unit vector v, ‖(2X − X₋)v‖ ≥ 2‖Xv‖ − ‖X₋v‖ = 1, so the columns stay linearly independent. With alignment the eigenvalues of the overlap matrix follow explicitly. First,

X†Y₋ = X†X₋U = M†U = VΣW†WV† = VΣV†,

which is Hermitian. With Z now denoting the prediction 2X − Y₋,

Z†Z = 4 + 1 − 2(X†Y₋ + Y₋†X) = 5 − 4VΣV†.

Its eigenvalues are 5 − 4σ_i. Since σ_i ≤ 1, they are at least 1; the largest in CH4 is 1.00023. So Z(Z†Z)^(−1/2) exists, and the coefficients for the new geometry, with overlap S₊, are

C₊ = S₊^(−1/2) Z(Z†Z)^(−1/2).

They satisfy C₊†S₊C₊ = 1.

Q: Your M is an overlap of Löwdin coefficients. Shouldn't I use the overlap of the actual orbitals, with basis functions at two geometries?

A: You may. If S× is the overlap of the old basis functions with the new ones, that matrix is

C₋†S×C = X₋†[S₋^(−1/2) S× S^(−1/2)]X.

The square bracket tends smoothly to 1 as h → 0, so for nonsingular M the resulting unitary is U[1 + O(h)]. The residual gauge is then 1 + O(h), which the formula for ΔT turns into an O(h²) error. In CH4 the two unitaries differ by 4.2 × 10⁻³ in norm, and the density error is 4.02 × 10⁻⁴, slightly below the 4.27 × 10⁻⁴ found before. The Procrustes unitary is optimal for the distance it minimizes, not for the error of the prediction.

Q: Then Procrustes alignment isn't strictly necessary either.

A: Correct. Any gauge that varies smoothly along the path gives an O(h²) error as h → 0, but at a finite step it serves only if it turns little within one step. Canonical orbitals near an avoided crossing are smooth and still fail this. If the CH4 bond lengths are shifted by 0.01 bohr·(0, 1, −1.5, 0.5), the best choice of signs leaves a density error of 1.57 × 10⁻² at h = 0.04 bohr, against 4.3 × 10⁻⁴ with alignment. One can also extrapolate the density matrix, which has no gauge, but 2P − P₋ is not a projector in general. Its trace is N, while

Tr(2P − P₋)² = 4N + N − 4 Tr PP₋ = 5N − 4 Σ_i σ_i²,

which exceeds N unless both spaces coincide. It has to be purified before it describes a determinant.

Q: What if I keep more than two steps?

A: Align every older step to the same latest X. All of them are then samples of the one smooth function Y(s). For three steps use 3X − 3Y(−h) + Y(−2h). The error is

Y(h) − 3Y(0) + 3Y(−h) − Y(−2h) = h³Y‴ + O(h⁴).

The constant terms cancel as 1−3+3−1, the linear as 1−3+2, and the quadratic as (1+3−4)/2; the cubic coefficient is (1−3+8)/6 = 1. In CH4 at h = 0.04 bohr the density error falls to 2.4 × 10⁻⁵ (5.1 × 10⁻⁵ in def2-TZVP), and the observed order is 3.00.

Q: Does any of this reach the energy?

A: At the next geometry, the starting determinants lie above the converged Hartree–Fock energy by

reused: 3.85 × 10⁻⁴ hartree
unaligned: 2.51 × 10⁻⁴ hartree
aligned: 6.1 × 10⁻⁷ hartree.

These values depend strongly on the basis: in cc-pVTZ they are 3.6 × 10⁻³, 1.2 × 10⁻³ and 1.0 × 10⁻⁵ hartree, in the same ranking.

The converged energy is stationary, so the excess is of second order in the density error. It is not simply proportional to ‖ΔP‖², because different orbital rotations cost different energies.

Q: When should I distrust the procedure?

A: First, when occupations differ. With a diagonal occupation matrix f the density matrix is XfX†, and a rotation G preserves it only if GfG† = f. Alignment may then mix only orbitals of equal occupation. Second, when P itself is not smooth, because the gap closes or because the SCF solution passes to another branch, which can happen with the gap open: no gauge can repair that. Small singular values of M warn of a large jump, since they show that the occupied space has turned far in one step. A jump between nearby branches can leave them close to 1: for H2 in 6-31G** at 2.35 bohr, the restricted and unrestricted α orbitals have σ = 0.986. It is therefore better to compare 1 − σ_i with its size at earlier steps. Small singular values also do not reveal a mere kink, where P is continuous but its derivative is not. Finally, aligned orbitals are in general not canonical, so orbital energies should not be attached to them.

Q: Has the SVD formula been checked without using the SVD?

A: Yes. The numerical check minimizes the distance directly over complex 3 × 3 unitaries for a random pair of frames. The search and the formula 2 Σ_i (1 − σ_i) both give a squared distance of 0.391410, and the minimizing unitary agrees with WV† within the test's tolerance.

Computed values

```
Complex 8x3 test: squared distance, direct search = 0.39141016
Complex 8x3 test: squared distance, from SVD      = 0.39141016
Phase where unaligned equals reuse = 41.41 degrees
One-orbital error ratio at sign flip = 1.3333
CH4 RHF/6-31G*, bond at s=0: 2.05 bohr; occupied orbitals: 5
Bond stretches per unit s: [ 1.  -0.6 -0.1 -0.3]
Main example: h = 0.04 bohr, s_old = -0.02, s_new = 0.02, s_next = 0.06 bohr
Upper three occupied energies, old (hartree): [-0.54835 -0.54526 -0.54421]
Upper three occupied energies, new (hartree): [-0.54768 -0.54663 -0.54352]
Overlap M, upper three orbitals (rows old, columns new):
      0.00244  -0.00237   0.99981
      0.00236   0.99998   0.00228
      0.99996  -0.00233  -0.00234
Diagonal of full M: [ 1.       0.99983  0.00244  0.99998 -0.00234]
Singular values of M: [0.9999999 0.9999969 0.9999852 0.9999791 0.9999421]
Eigenphases of R (degrees): [ -0.52  -0.     0.     0.52 180.  ]
Gram eigenvalues, aligned prediction: [1.0000004 1.0000125 1.0000591 1.0000836 1.0002318]
Norm of K = 0.34664 1/bohr
Norm of (1-P)P''X = 0.18907 1/bohr^2
Density errors (dimensionless):
h/bohr   reused     unaligned  aligned    three-point
 0.08  3.876e-02  3.540e-02  1.698e-03  1.937e-04
 0.04  1.953e-02  1.778e-02  4.270e-04  2.415e-05
 0.02  9.805e-03  8.912e-03  1.071e-04  3.015e-06
Leading-order laws: h/bohr, reused, unaligned, aligned
 0.08  3.907e-02  3.552e-02  1.705e-03
 0.04  1.961e-02  1.781e-02  4.278e-04
 0.02  9.823e-03  8.919e-03  1.072e-04
Observed orders, h = 0.04 to 0.02 bohr: reused 0.994, aligned 1.996, cross 1.996, three 3.002
Cross-geometry overlap: unitary differs by 4.205e-03, density error 4.023e-04
All old signs flipped, h=0.02: error/reuse error = 1.3346
200 random gauges: unaligned/reuse error from 0.833 to 1.318
200 random gauges: largest change of aligned density = 1.0e-15
Converged energy at s_next = -40.19388311 hartree
Starting energy excess, reused: 3.852e-04 hartree
Starting energy excess, unaligned: 2.514e-04 hartree
Starting energy excess, aligned: 6.064e-07 hartree
```
